# The Fang–Howard inversion layer without image terms: two derivations: test program

```python
"""
Fang-Howard variational state for an inversion layer, without image terms.
Result under test (Hartree atomic units):
    b^3 = (48 pi m / kappa) * (N_d + 11/32 N_s)
for psi(z) = sqrt(b^3/2) z exp(-b z/2), z > 0, hard wall at z = 0.
m: mass normal to the interface; kappa: dielectric constant;
N_d, N_s: depletion and inversion sheet number densities.
The energy per electron is T + <V_d> + <V_s>/2; the subband level is
T + <V_d> + <V_s>. Exchange and correlation are left out.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

mass, kappa = 0.5, 10.0
n_dep, n_inv = 1.0e-5, 3.2e-5
depletion_width = 20000.0

step = 0.1
z = np.arange(10001) * step


def formula_b(nd, ns):
    return (48 * np.pi * mass / kappa * (nd + 11 * ns / 32)) ** (1 / 3)


def trial_state(b):
    psi = z * np.exp(-b * z / 2)
    return psi / np.sqrt(trapezoid(psi**2, z))


def outer_fraction(psi):
    """Fraction of inversion electrons lying beyond each z."""
    return 1 - cumulative_trapezoid(psi**2, z, initial=0)


def inversion_potential(psi, ns):
    slope = 4 * np.pi * ns / kappa * outer_fraction(psi)
    return cumulative_trapezoid(slope, z, initial=0)


def contributions(psi, nd, ns):
    kinetic = np.sum(np.diff(psi) ** 2) / (2 * mass * step)
    dep = 4 * np.pi * nd / kappa * trapezoid(z * psi**2, z)
    inv = trapezoid(inversion_potential(psi, ns) * psi**2, z)
    return kinetic, dep, inv


def minimise(function):
    res = minimize_scalar(function, bounds=(0.025, 0.12), method="bounded",
                          options={"xatol": 1e-11, "maxiter": 200})
    assert res.success
    return res.x


def numerical_b(nd, ns, inversion_weight=0.5):
    def energy(b):
        kin, dep, inv = contributions(trial_state(b), nd, ns)
        return kin + dep + inversion_weight * inv
    return minimise(energy)


# Exact moments of the trial state, in the scaled distance t = b z.
t, s = sp.symbols("t s", positive=True)
psi_t = t * sp.exp(-t / 2) / sp.sqrt(2)
rho_t = t**2 * sp.exp(-t) / 2
norm = sp.integrate(rho_t, (t, 0, sp.oo))
mean_t = sp.integrate(t * rho_t, (t, 0, sp.oo))
mean_t2 = sp.integrate(t**2 * rho_t, (t, 0, sp.oo))
slope_sq = sp.integrate(sp.expand(sp.diff(psi_t, t)**2), (t, 0, sp.oo))
inside = sp.integrate(s**2 * sp.exp(-s) / 2, (s, 0, t))
outside = sp.expand(1 - inside)
assert sp.simplify(outside - sp.exp(-t) * (1 + t + t**2 / 2)) == 0
pair_t = sp.simplify(sp.integrate(sp.expand(outside**2), (t, 0, sp.oo)))
weight = sp.simplify(pair_t / (2 * mean_t))
assert norm == 1 and mean_t == 3 and mean_t2 == 12
assert sp.simplify(slope_sq - sp.Rational(1, 4)) == 0
assert pair_t == sp.Rational(33, 16)
assert weight == sp.Rational(11, 32)

# Direct minimisation for several ratios of the two charges.
for nd, ns in [(n_dep, 0.0), (0.0, n_inv), (n_dep, n_inv), (3e-5, 1e-5)]:
    assert abs(numerical_b(nd, ns) / formula_b(nd, ns) - 1) < 1e-4

b_opt = formula_b(n_dep, n_inv)
b_num = numerical_b(n_dep, n_inv)
prefactor = 48 * np.pi * mass / kappa
weight_num = (b_num**3 / prefactor - n_dep) / n_inv
assert abs(weight_num - 11 / 32) < 2e-4

# Minimising the self-consistent subband level counts pairs twice.
b_wrong = numerical_b(n_dep, n_inv, inversion_weight=1.0)
weight_wrong = (b_wrong**3 / prefactor - n_dep) / n_inv
assert abs(weight_wrong - 11 / 16) < 3e-4

# A frozen inversion potential gives back the same stationary b.
psi_opt = trial_state(b_opt)
frozen = inversion_potential(psi_opt, n_inv)


def frozen_level(b):
    psi = trial_state(b)
    kin, dep, _ = contributions(psi, n_dep, 0.0)
    return kin + dep + trapezoid(frozen * psi**2, z)


b_frozen = minimise(frozen_level)
assert abs(b_frozen / b_opt - 1) < 1e-4

# Field energy against the potential form of the electrostatic energy.
kin, dep, inv = contributions(psi_opt, n_dep, n_inv)
total = kin + dep + inv / 2
level = kin + dep + inv
charge_beyond = n_dep + n_inv * outer_fraction(psi_opt)
field_energy = (2 * np.pi / kappa / n_inv
                * trapezoid(charge_beyond**2 - n_dep**2, z))
assert abs(field_energy / (dep + inv / 2) - 1) < 1e-5
assert abs(total / (3 * b_opt**2 / (8 * mass)) - 1) < 1e-4
assert abs((dep + inv / 2) / (2 * kin) - 1) < 1e-4

# Curvature of the energy at the minimum, by finite differences.
db = 0.01 * b_opt
energies = []
for b in (b_opt - db, b_opt, b_opt + db):
    k, d, i = contributions(trial_state(b), n_dep, n_inv)
    energies.append(k + d + i / 2)
curvature = (energies[0] - 2 * energies[1] + energies[2]) / db**2
assert abs(curvature / (3 / (4 * mass)) - 1) < 1e-3


# Finite width of a uniformly charged depletion layer.
def curved_energy(b):
    psi = trial_state(b)
    k, d, i = contributions(psi, n_dep, n_inv)
    bend = (4 * np.pi * n_dep / kappa
            * trapezoid(z**2 * psi**2, z) / (2 * depletion_width))
    return k + d + i / 2 - bend


b_curved = minimise(curved_energy)
n_star = n_dep + 11 * n_inv / 32
expected_drop = 4 * n_dep / (b_curved * depletion_width * n_star)
assert abs(1 - (b_curved / b_num)**3 - expected_drop) < 5e-6


# Self-consistent Hartree solution without a prescribed wave-function shape.
def solve_hartree(nd, ns):
    potential = inversion_potential(trial_state(formula_b(nd, ns)), ns)
    off = np.full(z.size - 3, -1 / (2 * mass * step**2))
    for _ in range(100):
        diagonal = (1 / (mass * step**2)
                    + (4 * np.pi * nd / kappa * z + potential)[1:-1])
        levels, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                          select_range=(0, 1))
        psi = np.zeros(z.size)
        psi[1:-1] = vectors[:, 0]
        psi /= np.sqrt(trapezoid(psi**2, z))
        new_potential = inversion_potential(psi, ns)
        residual = np.max(np.abs(new_potential - potential))
        if residual < 1e-10:
            return levels, psi
        potential = 0.5 * (potential + new_potential)
    raise RuntimeError("Hartree iteration did not converge")


levels_tri, psi_tri = solve_hartree(n_dep, 0.0)
force = 4 * np.pi * n_dep / kappa
airy_level = -ai_zeros(1)[0][0] * (force**2 / (2 * mass))**(1 / 3)
assert abs(levels_tri[0] / airy_level - 1) < 1e-4
k_tri, d_tri, _ = contributions(trial_state(formula_b(n_dep, 0)), n_dep, 0)
excess_tri = (k_tri + d_tri) / airy_level - 1
assert 0 < excess_tri < 0.1

levels_scf, psi_scf = solve_hartree(n_dep, n_inv)
k_scf, d_scf, i_scf = contributions(psi_scf, n_dep, n_inv)
total_scf = k_scf + d_scf + i_scf / 2
mean_scf = trapezoid(z * psi_scf**2, z)
excess = total / total_scf - 1
assert 0 < excess < 0.1
assert abs((d_scf + i_scf / 2) / (2 * k_scf) - 1) < 1e-4
assert abs((k_scf + d_scf + i_scf) / levels_scf[0] - 1) < 1e-4

# One occupied subband: isotropic mass, two spins, one valley.
fermi = np.pi * n_inv / mass
spacing = levels_scf[1] - levels_scf[0]
assert fermi < spacing

# The SI form of the result.
bohr = const.physical_constants["Bohr radius"][0]
hartree_mev = 1000 * const.physical_constants["Hartree energy in eV"][0]
b_si = (12 * mass * const.m_e * const.e**2 * n_star / bohr**2
        / (kappa * const.epsilon_0 * const.hbar**2))**(1 / 3)
assert abs(b_si * bohr / b_opt - 1) < 1e-7
nm = bohr * 1e9
mean_opt = trapezoid(z * psi_opt**2, z)
assert abs(mean_opt * b_opt / 3 - 1) < 1e-5

print(f"mass m = {mass:.1f} electron masses")
print(f"dielectric constant kappa = {kappa:.1f}")
print(f"N_d = {n_dep:.2e} bohr^-2")
print(f"N_s = {n_inv:.2e} bohr^-2")
print(f"depletion width z_d = {depletion_width:.0f} bohr")
print(f"scaled pair integral = {pair_t} (dimensionless)")
print(f"exact weight of N_s = {weight} (dimensionless)")
print(f"weight from numerical minimum = {weight_num:.4f}")
print(f"weight if level is minimised = {weight_wrong:.4f}")
print(f"N* = {n_star:.3e} bohr^-2")
print(f"b^3 = {b_opt**3:.5e} bohr^-3")
print(f"b, formula = {b_opt:.6f} bohr^-1")
print(f"b, numerical minimum = {b_num:.6f} bohr^-1")
print(f"b, frozen potential = {b_frozen:.6f} bohr^-1")
print(f"b, level minimised = {b_wrong:.6f} bohr^-1")
print(f"b, formula = {b_opt / nm:.4f} nm^-1")
print(f"mean distance, trial = {mean_opt:.3f} bohr")
print(f"mean distance, trial = {mean_opt * nm:.3f} nm")
print(f"mean distance, Hartree = {mean_scf:.3f} bohr")
print(f"kinetic energy T = {kin:.6e} hartree")
print(f"<V_d> = {dep:.6e} hartree")
print(f"<V_s> = {inv:.6e} hartree")
print(f"<V_s>/2 = {inv / 2:.6e} hartree")
print(f"field energy per electron = {field_energy:.6e} hartree")
print(f"energy per electron, trial = {total:.6e} hartree")
print(f"energy per electron, trial = {total * hartree_mev:.3f} meV")
print(f"energy per electron, Hartree = {total_scf:.6e} hartree")
print(f"trial energy excess = {100 * excess:.3f} percent")
print(f"subband level, trial = {level:.6e} hartree")
print(f"subband level, trial = {level * hartree_mev:.3f} meV")
print(f"subband level, Hartree = {levels_scf[0]:.6e} hartree")
print(f"next subband level, Hartree = {levels_scf[1]:.6e} hartree")
print(f"subband spacing, Hartree = {spacing:.6e} hartree")
print(f"Fermi energy above subband = {fermi:.6e} hartree")
print(f"N_s=0: Airy level = {airy_level:.6e} hartree")
print(f"N_s=0: trial energy excess = {100 * excess_tri:.3f} percent")
print(f"finite z_d: b = {b_curved:.6f} bohr^-1")
print(f"finite z_d: b change = {100 * (b_curved / b_num - 1):.4f} percent")
print("tests ok")
```

Printed output:

```
mass m = 0.5 electron masses
dielectric constant kappa = 10.0
N_d = 1.00e-05 bohr^-2
N_s = 3.20e-05 bohr^-2
depletion width z_d = 20000 bohr
scaled pair integral = 33/16 (dimensionless)
exact weight of N_s = 11/32 (dimensionless)
weight from numerical minimum = 0.3438
weight if level is minimised = 0.6875
N* = 2.100e-05 bohr^-2
b^3 = 1.58336e-04 bohr^-3
b, formula = 0.054100 bohr^-1
b, numerical minimum = 0.054100 bohr^-1
b, frozen potential = 0.054100 bohr^-1
b, level minimised = 0.062255 bohr^-1
b, formula = 1.0223 nm^-1
mean distance, trial = 55.453 bohr
mean distance, trial = 2.934 nm
mean distance, Hartree = 51.993 bohr
kinetic energy T = 7.316875e-04 hartree
<V_d> = 6.968473e-04 hartree
<V_s> = 1.533063e-03 hartree
<V_s>/2 = 7.665317e-04 hartree
field energy per electron = 1.463379e-03 hartree
energy per electron, trial = 2.195067e-03 hartree
energy per electron, trial = 59.731 meV
energy per electron, Hartree = 2.129361e-03 hartree
trial energy excess = 3.086 percent
subband level, trial = 2.961598e-03 hartree
subband level, trial = 80.589 meV
subband level, Hartree = 2.895578e-03 hartree
next subband level, Hartree = 4.107839e-03 hartree
subband spacing, Hartree = 1.212262e-03 hartree
Fermi energy above subband = 2.010619e-04 hartree
N_s=0: Airy level = 1.263779e-03 hartree
N_s=0: trial energy excess = 5.917 percent
finite z_d: b = 0.054068 bohr^-1
finite z_d: b change = -0.0588 percent
tests ok
```
